\section*{Sommerfeld electronic free energy and sharply varying densities of states, part 2}

When does the density of states at the Fermi level alone give the thermal free energy of the electrons in a metal? The model has independent electrons in fixed levels. $D(E)$ is the density of states in states/eV per atom, with both spins counted, and $t=kT$ is an energy. The electron number $N$ per atom is fixed, $E_F$ is the Fermi level at $T=0$, and $\mu$ is the chemical potential at $T$. With $x=(E-\mu)/t$, the occupation is $f=1/(e^x+1)$. The free energy is $F=U-TS=\Omega+\mu N$, where $U$ is the energy, $S$ the entropy and
\begin{equation}
\Omega(\mu,T)=-t\int D(E)\,\ln\!\left(1+e^{-(E-\mu)/t}\right)dE .
\label{eq:omega}
\end{equation}

Write $\Delta F=F(T)-F(0)$ and $\Phi(m)=\Omega(m,T)+mN$ for a trial value $m$ of the chemical potential. The average $\langle D\rangle_m$ uses the normalized weight $(6/\pi^2t)\ln(1+e^{-|E-m|/t})$. For any $D$, $\Delta F$ is the maximum over $m$, reached at $m=\mu$, of
\begin{equation}
\Phi(m)-F(0)=-\frac{\pi^2}{6}t^2\langle D\rangle_m-C(m),\qquad
C(m)=\int_{E_F}^{m}(m-E)D\,dE\ge0,
\label{eq:recap}
\end{equation}
The effective density of states and its bounds are
\begin{equation}
D_{\mathrm{eff}}=-\frac{6\,\Delta F}{\pi^2t^2},
\qquad
\langle D\rangle_\mu\le D_{\mathrm{eff}}\le\langle D\rangle_{E_F}.
\label{eq:bounds}
\end{equation}

For smooth $D$ with $D(E_F)>0$, and with $D$, $D'$ and $D''$ without an argument taken at $E_F$,
\begin{equation}
\mu-E_F=-\frac{\pi^2}{6}t^2\,\frac{D'(E_F)}{D(E_F)}+O(t^4).
\label{eq:shift}
\end{equation}
\begin{equation}
\Delta F=-\frac{\pi^2}{6}t^2D+t^4\left[\frac{\pi^4}{72}\frac{D'^2}{D}-\frac{7\pi^4}{360}D''\right]+O(t^6).
\label{eq:quartic}
\end{equation}
\begin{equation}
\frac{D_{\mathrm{eff}}}{D}=1+\frac{7\pi^2}{60}\,\frac{t^2D''}{D}-\frac{\pi^2}{12}\left(\frac{tD'}{D}\right)^2+O(t^4).
\label{eq:criterion}
\end{equation}
In \eqref{eq:quartic} the $t^2$ term is the leading, or Sommerfeld, term; adding the $t^4$ term gives the two-term formula. The Sommerfeld entropy is $S=\frac{\pi^2}{3}k^2T\,D(E_F)$.

The questioner has just asked for a test on something unpleasant, with the Fermi level on a narrow peak.

\textbf{A.} I take a flat band from $-5$ to 5 eV with $E_F=0$ and add a Gaussian feature with standard deviation $w=100$ meV. There are three cases:
\begin{itemize}
\item Top: background 1, amplitude $+3$ states/eV, peak centred at $E_F$, so $D(E_F)=4$.
\item Flank: the same peak centred 100 meV below $E_F$, so $D(E_F)=2.82$. This is the inflection point, where $D''=0$.
\item Dip: background 4, amplitude $-3$ states/eV, centred at $E_F$, so $D(E_F)=1$.
\end{itemize}
These are model parameters, not a particular metal. The reference value, which I call the full one, finds $\mu$ from the fixed $N$ and sums $U-TS$ over the occupations.

For the peak top at 300 K, the leading term is
\begin{equation}
-1.6449\times(0.025852\ \mathrm{eV})^2\times4\ \mathrm{eV}^{-1}=-4.397\ \mathrm{meV}.
\end{equation}
With $D'=0$ and $D''=-300$ eV$^{-3}$, the next term is
\begin{equation}
+\frac{7\pi^4}{360}\times(0.025852\ \mathrm{eV})^4\times300\ \mathrm{eV}^{-3}=+0.254\ \mathrm{meV}.
\end{equation}
The sum is $-4.144$ meV per atom, and the full value is $-4.184$ meV. The leading term alone is too large in magnitude by 5.1\% of the full value.

\textbf{Q.} That is mild. What about the other cases, and higher temperatures?

\textbf{A.} This table gives the error of the leading term relative to the full $\Delta F$. A positive sign means that its magnitude is too large.
\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & Top & Flank & Dip\\
\hline
100 & $+0.6\%$ & $+0.3\%$ & $-2.4\%$\\
300 & $+5.1\%$ & $+2.3\%$ & $-16\%$\\
1000 & $+33\%$ & $+18\%$ & $-50\%$\\
2000 & $+72\%$ & $+40\%$ & $-63\%$
\end{tabular}
\end{center}
In the top case $D(E_F)$ is the largest value in the band, so the average contains only densities at or below it and the Sommerfeld term overstates the effect. In the dip case $D(E_F)$ is the smallest value in the band, and the term understates it. The error reaches 10\% at 443 K for the top and at 219 K for the dip, where $kT/w$ is 0.38 and 0.19. A feature can therefore be several times wider than $kT$ and still spoil the formula.

\textbf{Q.} The peak and the dip have the same width and height. Why is the dip so much worse?

\textbf{A.} In meV they are equally bad. In both cases $D$ is even about $E_F$. With $\mu=E_F$, the electrons above then balance the holes below, so $\mu$ stays there and $\Delta F=-(\pi^2/6)t^2\langle D\rangle_{E_F}$. The two densities of states add up to 5 states/eV at every energy in the band. Whatever the average loses in one case it gains in the other. At 300 K the leading term misses the full value by 0.213 meV in both. That error is compared with 4.184 meV for the top but only 1.313 meV for the dip. In \eqref{eq:criterion} this is the division of $D''$ by $D$.

\textbf{Q.} On the flank the curvature is zero. Is the whole error there due to the moving chemical potential?

\textbf{A.} At order $t^4$ it is. With $D'=-18.196$ eV$^{-2}$, the slope ratio is $D'/D=-6.453$ eV$^{-1}$, and at 300 K
\begin{equation}
\frac{\pi^2}{12}\left(0.025852\times6.453\right)^2=0.023 .
\end{equation}
This predicts that $D_{\mathrm{eff}}$ lies 2.3\% of $D(E_F)$, or 0.065 states/eV, below $D(E_F)=2.820$. The true value is $D_{\mathrm{eff}}=2.757$ states/eV, a reduction of 0.063. The close agreement is partly a cancellation of higher orders. If $\mu$ were held at $E_F$, the effective density would be $\langle D\rangle_{E_F}=2.807$, a reduction of 0.013 that the $t^4$ term lacks. Letting $\mu$ move gives the remaining 0.050, which is most of the reduction but less than the predicted 0.065. The shift is 6.3 meV, while the lowest-order expression gives 7.1 meV.

At 1000 K the shift has grown to 41 meV. The bounds are then 2.22 and 2.55 states/eV, with $D_{\mathrm{eff}}=2.40$ between them.

\textbf{Q.} Does the entropy suffer in the same way?

\textbf{A.} About twice as much in relative terms, as long as the $t^4$ term is the main correction and is small. For the dip at 300 K it is no longer small, and the entropy error is $-26\%$ against $-16\%$ for the free energy. Differentiation with respect to $T$ multiplies a $t^2$ term by 2 and a $t^4$ term by 4. On the flank at 300 K the Sommerfeld entropy is $0.2398\,k$ per atom and the full one is $0.2294\,k$. The error is 4.5\% of the full entropy, against 2.3\% for the free energy.

\textbf{Q.} Then keep the $t^4$ term always and be done.

\textbf{A.} That works only while it is a small correction. In all three cases it improves the result at 100 and 300 K. For the peak top at 1000 K, the two-term formula gives $-17.5$ meV, the leading term gives $-48.9$ meV and the full value is $-36.7$ meV. The correction has made the result worse. At 2000 K the two-term value is $+306$ meV. A positive value is impossible, because \eqref{eq:recap} makes $\Delta F$ negative or zero for every $D\ge0$. When $kT$ is comparable with the width of the feature, a local expansion at $E_F$ is the wrong tool. The integral over the actual density of states, with $\mu$ found from $N$, is then needed.

\textbf{Q.} I work on alloys, and I compare two structures. Perhaps the errors cancel in the difference.

\textbf{A.} They can add. Suppose that one structure has the peak at its Fermi level and the other has the dip. Filled deep levels can make their electron counts equal without changing these thermal terms. At 1000 K the full difference in $\Delta F$, peak minus dip, is $-36.7+24.4=-12.3$ meV per atom. The Sommerfeld difference is $-48.860+12.215=-36.645$ meV, about three times as large. At this temperature the sign is right, but a transition temperature based on the larger number would be unreliable. At 2000 K even the sign fails: the full difference is $-113.94+130.36=+16.42$ meV, while the Sommerfeld difference is $-195.44+48.86=-146.58$ meV.

\textbf{Q.} Now the worst case. Let $D$ jump at $E_F$. Which value do you put into the formula?

\textbf{A.} None of the obvious ones. Let $D=D_-$ below $E_F=0$ and $D=D_+$ above, both positive, with the band edges many $t$ away. Write $\mu=\eta t$. The number of electrons above zero must equal the number of holes below:
\begin{equation}
D_+\int_0^\infty f\,dE=D_-\int_{-\infty}^0(1-f)\,dE .
\end{equation}
The antiderivative of $f$ is $-t\ln(1+e^{-(E-\mu)/t})$, and that of $1-f$ is $t\ln(1+e^{(E-\mu)/t})$. Inserting the limits gives
\begin{equation}
D_+\ln(1+e^{\eta})=D_-\ln(1+e^{-\eta}).
\label{eq:eta}
\end{equation}
The left side rises with $\eta$ and the right side falls, so there is one solution, and temperature does not appear in it. The shift of $\mu$ is now proportional to $t$, not to $t^2$. It can no longer be neglected at leading order.

For the free energy, split the integral in $\Omega$ at $E_F$ instead of at $\mu$. Below $E_F$ use the identity $-t\ln(1+e^{-x})=tx-t\ln(1+e^{x})$ with $x=(E-\mu)/t$, which holds for either sign of $x$. The terms $tx=E-\mu$ integrate to $F(0)-\mu N$, which the rest of $\Delta F=\Omega+\mu N-F(0)$ cancels. For any density of states this leaves
\begin{equation}
\Delta F=-t\int_{E_F}^{\infty}\!D\ln(1+e^{-x})\,dE-t\int_{-\infty}^{E_F}\!D\ln(1+e^{x})\,dE .
\label{eq:splitEF}
\end{equation}
For the jump, set $E=ut$ above and $E=-ut$ below:
\begin{equation}
\Delta F=-t^2\left[D_+G(\eta)+D_-G(-\eta)\right],\qquad
G(\eta)=\int_0^\infty\ln(1+e^{\eta-u})\,du .
\label{eq:jump}
\end{equation}
This integral is the dilogarithm $-\mathrm{Li}_2(-e^{\eta})$, as the substitution $s=e^{\eta-u}$ shows. If $D_+=D_-$, then $\eta=0$ and $G(0)=\pi^2/12$, and the Sommerfeld result returns.

For a drop from 4 to 1 states/eV, \eqref{eq:eta} gives $\eta=0.967$, with $G(\eta)=1.763$ and $G(-\eta)=0.349$. Then
\begin{equation}
D_{\mathrm{eff}}=\frac{1\times1.763+4\times0.349}{1.645}=1.92\ \text{states/eV per atom}.
\end{equation}
This is neither 4, nor 1, nor their mean of 2.5. The mean is $\langle D\rangle_{E_F}$, the upper bound. The result lies below it because $\mu$ moves to the poorer side. At 300 K, $\Delta F=-2.11$ meV per atom.

\textbf{Q.} So a perfect $T^2$ law would not prove that I have found $D(E_F)$?

\textbf{A.} In this model it would not. The free energy is proportional to $T^2$ and the entropy to $T$, yet the coefficient yields 1.92 states/eV, a density that the band has at no energy near $E_F$.

\textbf{Q.} An ideal two-dimensional band edge is a true step, but in a real sample disorder or coupling in the third direction rounds it. Does the rounding rescue Sommerfeld?

\textbf{A.} It does when $kT$ is far below the rounding width. Replace the jump by $D=2.5-1.5\tanh(E/r)$ in states/eV, with $r=10$ meV. Now $D(E_F)=2.5$ is well defined. The effective density is 2.49 at 10 K, 2.31 at 100 K, 2.11 at 300 K and 1.96 at 2000 K. It starts at the Sommerfeld value and moves towards the 1.92 of the abrupt jump.

\textbf{Q.} At 2000 K, $kT$ is 17 times the rounding width, and you are still 2\% away. Why so slow?

\textbf{A.} The remaining difference falls only as $r/t$. Compared with the abrupt jump, the rounded one lacks an area $1.5\int_0^\infty[1-\tanh(E/r)]\,dE=1.5\,r\ln2$ of states just below $E_F$ and has the same area extra just above. For $r\ll t$ these states sit at $E\approx0$, where the logarithms in \eqref{eq:splitEF} are $\ln(1+e^{-\eta})$ below and $\ln(1+e^{\eta})$ above. Their difference is $\eta$. The accompanying change of $\mu$ has no first-order effect, because $\Phi$ is at its maximum. Thus
\begin{equation}
D_{\mathrm{eff}}\approx1.92+\frac{6}{\pi^2}\,1.5\,\eta\ln2\,\frac{r}{t}=1.92+0.61\,\frac{r}{t}.
\end{equation}
At 2000 K, $r/t=10/172.3$ and the extra term is 0.035, which gives 1.96, as found.

\textbf{Q.} What should I check before I use the formula, then?

\textbf{A.} Make the checks across the whole temperature range of interest, not only at its upper end. A narrow peak at $E_F$ with richer bands further out can bring the average back to $D(E_F)$ at a high temperature while it lies well below $D(E_F)$ at lower ones. At each temperature, compare $D(E_F)$ with $\langle D\rangle_{E_F}$, and look at the slope through $(kTD'/D)^2$, using for $D'$ also the slope of the average $\langle D\rangle_m$ at $m=E_F$, because structure a few $kT$ away moves $\mu$ even when $D$ is flat at $E_F$ itself. If any of these shows a change that matters, solve for $\mu$ and use the full integral. The numerical check evaluates the full integral for the three Gaussian cases, the abrupt jump and the rounded jump, and tests the bounds on $D_{\mathrm{eff}}$ for the three Gaussian cases. It tests the treatment of a given $D(E)$, and says nothing about whether $D(E)$ itself stays fixed in a hot alloy.

\section*{Computed results}
\begin{verbatim}
k = 0.086173 meV/K; pi^2/6 = 1.644934
rms width of thermal weight = 1.5175 kT
band -5 to 5 eV, E_F = 0, feature width w = 100 meV
T = 100 K: kT = 8.617 meV, kT/w = 0.0862
T = 300 K: kT = 25.852 meV, kT/w = 0.2585
T = 1000 K: kT = 86.173 meV, kT/w = 0.8617
T = 2000 K: kT = 172.347 meV, kT/w = 1.7235
D in states/eV/atom; D' per eV^2; D'' per eV^3
top: background 1, amplitude 3, centre 0 meV
  D(E_F) = 4.0000, D' = 0.000, D'' = -300.00
flank: background 1, amplitude 3, centre -100 meV
  D(E_F) = 2.8196, D' = -18.196, D'' = 0.00
dip: background 4, amplitude -3, centre 0 meV
  D(E_F) = 1.0000, D' = -0.000, D'' = 300.00
flank, 300 K: S = 0.2294 k/atom; Sommerfeld S = 0.2398 k/atom
F(T)-F(0), meV/atom: full | Sommerfeld (error) | two-term
top 100 K: -0.4855 | -0.4886 (+0.63%) | -0.4855
top 300 K: -4.1841 | -4.3974 (+5.10%) | -4.1436
top 1000 K: -36.7121 | -48.8601 (+33.09%) | -17.5267
top 2000 K: -113.9404 | -195.4404 (+71.53%) | 305.8944
flank 100 K: -0.3435 | -0.3444 (+0.26%) | -0.3435
flank 300 K: -3.0309 | -3.0997 (+2.27%) | -3.0288
flank 1000 K: -29.2785 | -34.4414 (+17.63%) | -25.6811
flank 2000 K: -98.5439 | -137.7655 (+39.80%) | 2.3997
dip 100 K: -0.1252 | -0.1222 (-2.45%) | -0.1253
dip 300 K: -1.3127 | -1.0994 (-16.25%) | -1.3532
dip 1000 K: -24.3631 | -12.2150 (-49.86%) | -43.5484
dip 2000 K: -130.3601 | -48.8601 (-62.52%) | -550.1949
C = cost of moving mu, per atom; D in states/eV/atom
flank 100 K: mu = 0.777 meV, C = 0.0008 meV, <D>_mu = 2.8055, D_eff = 2.8124, <D>_EF = 2.8194
flank 300 K: mu = 6.338 meV, C = 0.0559 meV, <D>_mu = 2.7062, D_eff = 2.7570, <D>_EF = 2.8070
flank 1000 K: mu = 40.787 meV, C = 2.1427 meV, <D>_mu = 2.2215, D_eff = 2.3969, <D>_EF = 2.5526
flank 2000 K: mu = 83.848 meV, C = 8.2275 meV, <D>_mu = 1.8485, D_eff = 2.0169, <D>_EF = 2.1506
top: Sommerfeld error reaches +10% at 443.2 K, kT/w = 0.3819
dip: Sommerfeld error reaches -10% at 218.8 K, kT/w = 0.1885
jump 4 to 1 states/eV/atom: eta = 0.96685
  G(eta) = 1.76316, G(-eta) = 0.34918, D_eff = 1.92098 states/eV/atom
  full F(T)-F(0) at 300 K = -2.1118 meV/atom
rounded jump, tanh(E/10 meV), D(E_F) = 2.5000 states/eV/atom
  10 K: D_eff = 2.4947 states/eV/atom
  100 K: D_eff = 2.3062 states/eV/atom
  300 K: D_eff = 2.1110 states/eV/atom
  1000 K: D_eff = 1.9874 states/eV/atom
  2000 K: D_eff = 1.9553 states/eV/atom
\end{verbatim}
